# Direct perturbation theory of the Dirac energy at order $c^{-4}$, part 2

One electron in a central potential $V(r)$ obeys the Dirac equation, with large component $\varphi$, small component $\chi/c$ and $\lambda=c^{-2}$. The algebra uses atomic units; $E=E_0+\lambda E_2+\lambda^2E_4+o(\lambda^2)$ is counted from $mc^2$. Direct perturbation theory (DPT) keeps both components. Assumption 3: as $\lambda\to0$, $\varphi=\varphi_0+\lambda\varphi_2+o(\lambda)$ in $H^1$ (spinors square integrable with their gradient), $\chi=\chi_0+\lambda\chi_2+o(\lambda)$ in $L^2$, $E\to E_0$, and $V\chi\to V\chi_0$ in $L^2$.

Here $T=p^2/2$, $H_0=T+V$, $H_0\varphi_0=E_0\varphi_0$, $\langle\varphi_0|\varphi_0\rangle=1$, $\chi_0=\tfrac12\sigma\!\cdot\!p\,\varphi_0$, $U=V-E_0$, $E_2=\langle\chi_0|U|\chi_0\rangle$, and
$$E_4=\langle U\chi_0|\chi_2\rangle-E_2\langle\varphi_0|\varphi_2\rangle-E_2\langle\chi_0|\chi_0\rangle.\tag{3}$$
$$\chi_2=\tfrac12\sigma\!\cdot\!p\,\varphi_2+\tfrac12U\chi_0,\tag{6}$$
$$\langle u|U|\varphi_2\rangle+\langle\sigma\!\cdot\!p\,u|\chi_2\rangle-E_2\langle u|\varphi_0\rangle=0\quad\text{for all }u\in H^1.\tag{7}$$
$$(H_0-E_0)\varphi_2=E_2\varphi_0-\tfrac12\sigma\!\cdot\!p\,(U\chi_0).\tag{8}$$

Remark 1: unit four-spinor norm requires $2\,\mathrm{Re}\langle\varphi_0|\varphi_2\rangle=-\|\chi_0\|^2$.

With $\chi$ optimized freely, the second-order functional becomes
$$G[\varphi]=\langle\varphi|H_0-E_0|\varphi\rangle+\mathrm{Re}\langle\sigma\!\cdot\!p\,\varphi|U\chi_0\rangle-2E_2\,\mathrm{Re}\langle\varphi|\varphi_0\rangle+C,\qquad C=\tfrac12\|U\chi_0\|^2-E_2\|\chi_0\|^2,\tag{5}$$
and $G[\varphi_2+\delta]=E_4+\langle\delta|H_0-E_0|\delta\rangle$, an upper bound for all $\delta$ only if $E_0$ is the lowest level of its $(\kappa,m)$ block.

Remark 2: confining $\chi$ to a subspace with projector $P$ that contains $\sigma\!\cdot\!p\,\varphi$ gives $G[\varphi]-\tfrac12\|(1-P)U\chi_0\|^2$. Strict kinetic balance, $\chi=\tfrac12\sigma\!\cdot\!p\,\varphi$, has stationary value $E_4-\tfrac12\|U\chi_0\|^2$.

Lemma 3: with $\varphi=g\Omega_\kappa$, $\chi=iq\Omega_{-\kappa}$ and normalized angular spinors $\Omega_{\pm\kappa}$,
$$\sigma\!\cdot\!p\,(iq\Omega_{-\kappa})=-\Big(q'+\frac{1-\kappa}{r}q\Big)\Omega_\kappa.$$
For $s$ states, $\kappa=-1$, $q_0=g_0'/2$ and
$$g'=[2+\lambda(E-V)]\,q,\qquad q'+2q/r=(V-E)g.\tag{9}$$

Lemma 4: for the lowest $s$ state, $g_0>0$, $\int g_0^2r^2dr=1$, let $w=r^2g_0^2$, $\rho=(Uq_0^2-E_2g_0^2)r^2$, $M(r)=\int_r^\infty\rho\,dr'$ and $J=r^2g_0Uq_0+2M$. For a trial correction $g=fg_0$ with $f^2r^2g_0g_0'\to0$ and $fM\to0$ at both ends,
$$G=\tfrac12\int f'^2w\,dr+\int f'J\,dr+C.\tag{10}$$
The minimum is at $f'=-J/w$ and equals $E_4=C-\tfrac12\int J^2/w\,dr$.

Still to be proved is (d): for $V=-Z/r$ (point nucleus, infinite mass) and the $1s$ state, with unit four-spinor norm and $\gamma_E$ the Euler constant,
$$\varphi_2=-\frac{Z^2}{2}\Big[\ln 2Zr+\gamma_E-\frac54\Big]\varphi_0,\qquad E_4=-\frac{Z^6}{16}.$$

## The Coulomb $1s$ state

*Proof of (d).* Here $g_0=2Z^{3/2}e^{-Zr}$, $E_0=-Z^2/2$, $q_0=-Zg_0/2$ and $U=-Z/r+Z^2/2$. Let $\langle\cdot\rangle=\int\cdot\,w\,dr$ and $x=2Zr$, so that $w\,dr=\tfrac12x^2e^{-x}dx$ and $1/r=2Z/x$. Then $\langle1/r\rangle=2Z\cdot\tfrac12\Gamma(2)=Z$ and $\langle1/r^2\rangle=4Z^2\cdot\tfrac12\Gamma(1)=2Z^2$. It follows that $\langle U\rangle=-Z^2/2$ and $\langle U^2\rangle=2Z^4-Z^4+Z^4/4=5Z^4/4$. Since $q_0^2=Z^2g_0^2/4$,
$$\|\chi_0\|^2=\frac{Z^2}{4},\qquad E_2=-\frac{Z^4}{8},\qquad \tfrac12\|U\chi_0\|^2=\frac{5Z^6}{32},\qquad -E_2\|\chi_0\|^2=\frac{Z^6}{32},\qquad C=\frac{3Z^6}{16}.$$

The density is $\rho=\tfrac{Z^2}{4}(U+\tfrac{Z^2}{2})w=\tfrac{Z^3}{4}(Z-1/r)w$. From $w\propto r^2e^{-2Zr}$ one has $w'=-2(Z-1/r)w$, so $\rho=-Z^3w'/8$ and $M=Z^3w/8$. Also $r^2g_0Uq_0=-\tfrac Z2Uw=(Z^2/2r-Z^3/4)w$. The constant parts cancel in the sum:
$$J=\frac{Z^2}{2r}\,w,\qquad f'=-\frac{Z^2}{2r},\qquad f=-\frac{Z^2}{2}\ln x+a.$$
The end conditions of Lemma 4 hold, because $r^2\ln^2r\to0$ and $M\ln r\sim r^2\ln r\to0$. The minimum is
$$E_4=C-\tfrac12\cdot\frac{Z^4}{4}\langle r^{-2}\rangle=\frac{3Z^6}{16}-\frac{Z^6}{4}=-\frac{Z^6}{16}.$$
To fix $a$, differentiate $\int x^{s-1}e^{-x}dx=\Gamma(s)$ in $s$. With $\psi=\Gamma'/\Gamma$, $\psi(1)=-\gamma_E$ and $\psi(s+1)=\psi(s)+1/s$, this gives $\langle\ln x\rangle=\tfrac12\Gamma'(3)=\psi(3)=\tfrac32-\gamma_E$ and $\langle r^{-1}\ln x\rangle=Z\,\Gamma'(2)=Z\psi(2)$. Remark 1 requires $\langle f\rangle=-Z^2/8$, so $a=\tfrac{Z^2}{2}[\psi(3)-\tfrac14]=\tfrac{Z^2}{2}[\tfrac54-\gamma_E]$. $\square$

**Remark 4 (the same value from (3)).** Inserting (6) in (3) gives $E_4=C+\tfrac12\int f'r^2g_0Uq_0\,dr+\int f\rho\,dr$. The $f'$ part is $\tfrac12(-\tfrac Z2)(-\tfrac{Z^2}{2})\langle U/r\rangle=\tfrac{Z^3}{8}(-2Z^3+\tfrac12Z^3)=-3Z^6/16$. In the $f$ part $a$ drops out because $\int\rho\,dr=0$, and the rest is $\tfrac{Z^3}{4}(-\tfrac{Z^2}{2})\,Z[\psi(3)-\psi(2)]=-Z^6/16$. The sum is $(5+1-6-2)Z^6/32=-Z^6/16$. In $G$ these two parts appear doubled, next to the quadratic term $\tfrac12\langle f'^2\rangle=Z^6/4$, so $G=(\tfrac14-\tfrac12+\tfrac3{16})Z^6$. The strict kinetic-balance value of Remark 2 is $-\tfrac1{16}-\tfrac5{32}=-\tfrac7{32}$ in units of $Z^6$, three and a half times $E_4$.

**Remark 5 (why the logarithm is needed).** By (6), $q_2=\tfrac12(f'-Zf)g_0-\tfrac Z4Ug_0$. The terms $-Z^2/4r$ and $+Z^2/4r$ cancel, leaving $q_2=-\tfrac Z2(f+\tfrac{Z^2}{4})g_0$. The slope of the logarithm removes the $1/r$ singularity that $U\chi_0$ would put into the small component. The same balance appears in (8). Near the nucleus $Uq_0\approx Z^2g_0(0)/2r$, so by Lemma 3 the radial part of $\tfrac12\sigma\!\cdot\!p\,(U\chi_0)$ is $-Z^2g_0(0)/4r^2$, while $\nabla^2\ln r=1/r^2$ makes that of $T\varphi_2$ equal to $+Z^2g_0(0)/4r^2$. Neither is square integrable, which is why the weak form (7) is used; no contact term arises, since the surface term is of order $r^2\cdot r^{-1}$. For a bounded potential $q_0\sim r$ and $M\sim r^3$, so $f'\sim r$ and the logarithm is cut off at the size of the charge distribution.

**Remark 6 (comparison with the exact solution).** Let $\gamma=\sqrt{1-\lambda Z^2}$, $g=Nr^{\gamma-1}e^{-Zr}$, $q=-Zg/(1+\gamma)$ and $\lambda E=\gamma-1$. In the first of (9) the right side over $g$ is $-Z-\lambda Z^2/[(1+\gamma)r]=-Z+(\gamma-1)/r$, using $\lambda Z^2=1-\gamma^2$, and this is $g'/g$. In the second, the left side over $g$ is $-Z/r+Z^2/(1+\gamma)$, and $Z^2/(1+\gamma)=(1-\gamma)/\lambda=-E$. The binomial series gives
$$E=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\frac{5Z^8}{128c^6}-\dots,$$
in agreement with (d). It converges for $Z<c$, and all its terms are negative, so every partial sum lies above $E$. Further, $\gamma-1=-\lambda Z^2/2+O(\lambda^2)$ gives $r^{\gamma-1}=1-\tfrac12\lambda Z^2\ln r+\dots$, and $1/(1+\gamma)=\tfrac12(1+\lambda Z^2/4+\dots)$ reproduces $q_2$. For small $\lambda$, $g'$ and $Vq$ behave as $r^{\gamma-2}$, which is square integrable for $\gamma>\tfrac12$, so assumption 3 holds. The expansion of the wave function is not uniform in $r$: its parameter is $\tfrac12\lambda Z^2|\ln2Zr|$, which grows without limit as $r\to0$.

## The cost of leaving out the logarithm

**Proposition.** For $1s$, the minimum of $G$ over polynomials $f$ of degree at most $N$ is
$$G_N=Z^6\Big[-\frac1{16}+\frac1{4(N+1)}\Big].$$

*Proof.* By Lemma 4, with $J/w=Z^2/2r=Z^3/x$, one has $G-E_4=\tfrac12\langle(f'+Z^3/x)^2\rangle$, and $f'$ runs over all polynomials of degree at most $N-1$. The minimum is $Z^6/2$ times the squared distance of $1/x$ from that space. Define $L_k$ by the Rodrigues formula $x^2e^{-x}L_k=\frac1{k!}\frac{d^k}{dx^k}(x^{k+2}e^{-x})$; it is the Laguerre polynomial $L_k^{(2)}$, of degree $k$ with leading coefficient $(-1)^k/k!$. Integrating by parts $k$ times gives $\langle hL_k\rangle=\frac{(-1)^k}{2\,k!}\int h^{(k)}x^{k+2}e^{-x}dx$; the surface terms vanish for polynomial $h$, and for $h=1/x$ they are of order $x^2$ at the origin. For $h$ of lower degree the result is zero, which is orthogonality. For $h=L_k$, $h^{(k)}=(-1)^k$ and $\langle L_k^2\rangle=(k+1)(k+2)/2$. For $h=1/x$, $h^{(k)}=(-1)^kk!\,x^{-k-1}$ and $\langle L_k/x\rangle=\tfrac12\Gamma(2)=\tfrac12$. With $\langle x^{-2}\rangle=\tfrac12$ the squared distance is
$$\frac12-\sum_{k=0}^{N-1}\frac{1}{2(k+1)(k+2)}=\frac12-\frac12\Big(1-\frac1{N+1}\Big)=\frac1{2(N+1)},$$
since $1/[(k+1)(k+2)]=1/(k+1)-1/(k+2)$ telescopes. $\square$

The upper bounds $G_N$ are positive for $N<3$, zero at $N=3$, and in error by $4/(N+1)$ relative to $|E_4|$. One function, $\ln r$, removes the whole error of $G$.

These statements concern $G$, in which $\chi$ is free and contains the $1/r$ term of $U\chi_0$. In the kinetically balanced basis $\chi$ is confined to the span of $\sigma\!\cdot\!p\,(r^k\varphi_0)$, $k=0,\dots,N$, whose radial parts $(kr^{k-1}-Zr^k)g_0$ span all polynomials of degree at most $N$ times $g_0$. Since $Uq_0=(Z^3/x-Z^3/4)g_0$, the distance formula above with $N+1$ in place of $N$ gives $\tfrac12\|(1-P)U\chi_0\|^2=Z^6/4(N+2)$, and by Remark 2 the stationary value is
$$Z^6\Big[-\frac1{16}+\frac1{4(N+1)}-\frac1{4(N+2)}\Big]=Z^6\Big[-\frac1{16}+\frac1{4(N+1)(N+2)}\Big].$$
It has the right sign from $N=1$ on and its error falls as $1/N^2$, because the two errors nearly cancel; that it stays above $E_4$ here is a property of this basis and not a general bound. In the balanced basis built from $\{1,\ln r\}$ the error from $\delta$ vanishes while $U\chi_0$ is still outside the span, so the value lies below $E_4$.

## Other states and a smooth potential

For $n=2$, $|\kappa|=1$, the Dirac energy is $c^2[\sqrt{(1+\gamma)/2}-1]$; the program confirms at $Z=1$, $\lambda=0.3$ that a linear-times-power ansatz solves the radial equations at this energy and not at one shifted from it. With $z=\lambda Z^2$, $(1+\gamma)/2=1-y$ and $y=z/4+z^2/16+z^3/32+\dots$. In $\sqrt{1-y}=1-y/2-y^2/8-y^3/16-\dots$ the $z^3$ terms are $-\tfrac1{64}-\tfrac1{256}-\tfrac1{1024}=-\tfrac{21}{1024}$. The stationary value of $G/Z^6$ is $-0.02050781$ for $2p_{1/2}$ in the basis $\{1,r\ln r,r^2\}e^{-Zr/2}$ and the same for $2s$ in $\{1,r^2,\ln r,r\ln r\}e^{-Zr/2}$, matching this coefficient. The $2p_{1/2}$ state is the lowest of $\kappa=1$, and its curvature matrix is positive. For $2s$ the direction $\delta\propto e^{-Zr/2}$ has curvature $Z^2/8-Z^2/2+Z^2/8=-Z^2/4$ per unit norm, so the value is a saddle and no bound.

Lemma 4 is also tested where no closed Dirac solution is used. Take $g_0\propto e^{-as}$ with $s=\sqrt{r^2+b^2}$ and $E_0=-a^2/2$. For $u=as$ one has $u'=ar/s$, $u''=ab^2/s^3$ and $u'^2=a^2(1-b^2/s^2)$. Then $U=\tfrac12(u'^2-u''-2u'/r)$ gives $V=-a/s-a^2b^2/2s^2-ab^2/2s^3$, which tends to the Coulomb potential at $r>0$ as $b\to0$. For $ab=0.5$, DPT gives $E_2/a^4=-0.06328806$ and $E_4/a^6=-0.0054324$. Numerical shooting of (9) at seven values of $\lambda$, followed by polynomial interpolation, gives the same digits. The bound $G[0]=C$ is $0.0437553\,a^6$, again of the wrong sign. The basis $f\in\{s,\ln s\}$ gives the bound $-0.0051509\,a^6$, above $E_4$ by about 5% of $|E_4|$.

## Worked example: Sn$^{49+}$

The level of theory is the one-electron Dirac equation with a point nucleus of infinite mass, $Z=50$, $c=137.035999$ and $(Z/c)^2=0.133128$. Nuclear size, recoil and radiative corrections are absent, so the digits below serve the comparison with the Dirac energy of the same model and not with a spectrum.

The unit of the fourth-order terms is $Z^6/c^4=1205.680$ eV. The pieces of Remark 4 are

- $\tfrac5{32}\times1205.680=188.387$ eV from $\tfrac12\|U\chi_0\|^2$,
- $\tfrac1{32}\times1205.680=37.677$ eV from $-E_2\|\chi_0\|^2$,
- $-\tfrac3{16}\times1205.680=-226.065$ eV from the $f'$ part,
- $-\tfrac1{16}\times1205.680=-75.355$ eV from the $f$ part.

The first three cancel up to rounding, so $E_4/c^4=-75.355$ eV $=-2.76924$ hartree. With $E_0=-34014.233$ eV and $E_2/c^2=-1132.065$ eV, the partial sums are $-35146.298$ eV through $c^{-2}$ and $-35146.298-75.355=-35221.653$ eV ($-1294.37187$ hartree) through $c^{-4}$. The Dirac energy is $-35228.572$ eV ($-1294.62615$ hartree). The remainder shrinks from $-82.274$ eV to $-6.919$ eV, so the $c^{-4}$ term supplies $75.355/82.274\approx92\%$ of what was missing, and the final error is $0.02\%$ of the Dirac energy. The $c^{-6}$ term, $-6.270$ eV, is smaller in magnitude than the remainder because the later terms of the series have the same sign.

Without the logarithm the bounds $G_N/c^4$ are $226.065$, $75.355$, $0.000$ and $-47.953$ eV for $N=0,1,3,10$. With ten polynomial terms the bound still lies $75.355-47.953=27.402$ eV above $E_4/c^4$, four times the whole higher-order remainder. The kinetically balanced basis of the same degree errs by only $1205.680/(4\cdot11\cdot12)=2.28$ eV. Strict kinetic balance gives $-75.355-188.387=-263.742$ eV, on the other side.

The correction $f$ vanishes at $2Zr=e^{5/4-\gamma_E}=1.95969$, that is at $r_0=1.95969\times0.529177/100=0.010370$ angstrom, and can be written $f=-\tfrac12Z^2\ln(r/r_0)$. To first order in $c^{-2}$, the large component is raised inside $r_0$ and lowered outside. At $r=10^{-4}$ angstrom, $\ln(r/r_0)=-4.6415$ and $1+f/c^2=1+\tfrac12(0.133128)(4.6415)=1.30896$, against the exact ratio $g/g_0=1.37407$. The first-order value is low by $0.065$, or $4.7\%$ of the exact ratio. This is the nonuniformity of Remark 6: the exact ratio is a power of $r$, hence an exponential of the logarithm, and the quadratic term of that exponential, $\tfrac12(0.309)^2\approx0.048$, accounts for most of the gap. This radius is already close to the nuclear radius of tin, roughly $6\times10^{-5}$ angstrom, below which the point-charge logarithm no longer describes the real ion.

The program that tests these relations, and its output, follow.

## Calculated quantities

```
1s coefficients (dimensionless, units of Z^6; E2 in units of Z^4)
  E2 = -0.125000
  <chi0|U^2|chi0>/2 = 0.156250
  -E2<chi0|chi0> = 0.031250
  f' part = -0.187500
  f part = -0.062500
  <phi2|H0-E0|phi2> = 0.250000
  E4 from DPT = -0.062500
  E4 from Dirac series = -0.062500
  c^-6 coefficient (units Z^8) = -0.039062
  strict kinetic balance = -0.218750
  optimized ln r coefficient / Z^2 = -0.500000
  G_N, N=0: 0.187500
  G_N, N=1: 0.062500
  G_N, N=2: 0.020833
  G_N, N=3: 0.000000
  G_N, N=10: -0.039773
E4/Z^6: 2p1/2 -0.02050781, 2s -0.02050781, Dirac -0.02050781
soft model ab = 0.5: E2/a^4 DPT -0.06328806, shooting -0.06328806
soft model: E4/a^6 DPT -0.0054324, shooting -0.0054324
soft model: G[0]/a^6 0.0437553, G in basis (s, ln s) -0.0051509
Sn49+ 1s: Z = 50, c = 137.035999 a.u., (Z/c)^2 = 0.133128
hartree = 27.211386 eV, bohr = 0.529177 angstrom
Z^6/c^4 = 1205.680 eV
E0 = -34014.233 eV
E2/c^2 = -1132.065 eV
E4/c^4 = -75.355 eV = -2.76924 hartree
  <chi0|U^2|chi0>/2: 188.387 eV
  -E2<chi0|chi0>: 37.677 eV
  f' part: -226.065 eV
  f part: -75.355 eV
  strict kinetic balance: -263.742 eV
  G_N, N=0: 226.065 eV
  G_N, N=1: 75.355 eV
  G_N, N=3: 0.000 eV
  G_N, N=10: -47.953 eV
sum through c^-2 = -35146.298 eV
sum through c^-4 = -35221.653 eV = -1294.37187 hartree
Dirac energy = -35228.572 eV = -1294.62615 hartree
remainder after c^-2 = -82.274 eV
remainder after c^-4 = -6.919 eV, c^-6 term = -6.270 eV
node of phi2 at r = 0.010370 angstrom (2Zr = 1.95969)
r = 1e-4 angstrom: 1 + f/c^2 = 1.30896, exact g/g0 = 1.37407
```
